\section*{Comment: Does PBE necessarily improve LDA vacancy energies in aluminium?}

\section{The argument under review}

The manuscript needs a vacancy formation energy for aluminium as an input to a diffusion coefficient. It chooses PBE over LDA by the following reasoning: LDA overbinds molecules; PBE removes much of that error; forming a vacancy also breaks bonds; therefore the PBE vacancy energy must be the better one. No vacancy or surface reference is offered.

The first two statements can be supported. The question is whether the conclusion follows from them. To decide this, let $X$ be any energy difference and define
\begin{equation}
\delta_{\rm L}=X_{\rm LDA}-X_{\rm ref},\qquad
\Delta=X_{\rm PBE}-X_{\rm LDA}.
\end{equation}
Adding the two definitions gives the PBE error, $\delta_{\rm P}=X_{\rm PBE}-X_{\rm ref}=\delta_{\rm L}+\Delta$. PBE is the better functional for $X$ when $|\delta_{\rm P}|<|\delta_{\rm L}|$. Both sides are non-negative, so they may be squared:
\begin{align}
(\delta_{\rm L}+\Delta)^2&<\delta_{\rm L}^2,\nonumber\\
\Delta\,(2\delta_{\rm L}+\Delta)&<0. \label{criterion}
\end{align}
If $\Delta<0$, the bracket must be positive, which means
\begin{equation}
\delta_{\rm L}>|\Delta|/2. \label{threshold}
\end{equation}
A downward shift helps if LDA is too high by more than half the shift. If LDA is already too low, the same shift does harm. The manuscript therefore needs the sign and size of the LDA error for the vacancy, and an atomization energy does not supply them.

\section{What the atomization energy shows}

Take N$_2$ at a fixed bond length of 1.10~\AA, with $X=2E({\rm N})-E({\rm N}_2)$. A positive error is overbinding. The reference is frozen-core CCSD(T), and all methods use the cc-pVTZ basis. The results are 9.37~eV for the reference, 11.58~eV for LDA and 10.55~eV for PBE. Hence
\begin{equation}
\delta_{\rm L}=2.20~{\rm eV},\qquad \Delta=-1.03~{\rm eV},\qquad
\delta_{\rm P}=1.17~{\rm eV}.
\end{equation}
Condition (\ref{threshold}) requires $\delta_{\rm L}>0.52$~eV and is amply met. The reference lacks the remaining basis-set and higher correlation contributions. In the cc-pVQZ basis LDA and PBE move only to 11.61 and 10.57~eV, while the MP2 atomization energy rises by 0.29~eV; a similar rise in the reference would reduce the errors to about 1.9 and 0.9~eV, so the errors above are uncertain by a few tenths of an eV. The ranking would change only if the true value lay above the midpoint of LDA and PBE, 11.06~eV; the measured value, without vibrational energy, is roughly 10~eV.

The comparisons below evaluate both functionals on one LDA density. This is justified to first order. Let $n_{\rm P}$ minimize the PBE energy and let $n_{\rm L}=n_{\rm P}+\eta$, with the same electron number. The first variation vanishes at the minimum, so
\begin{equation}
E_{\rm PBE}[n_{\rm L}]=E_{\rm PBE}[n_{\rm P}]+O(\eta^2).
\end{equation}
For N$_2$ the PBE atomization energy is 10.541~eV on LDA densities and 10.546~eV self-consistently. The difference is about 0.5\% of $|\Delta|$. This supports the approximation for N$_2$; it was not tested for the metal.

\section{The missing test: a metal surface}

A vacancy has an internal surface, so a metal surface is a closer model of it than a molecule is, though not a substitute for a vacancy reference. I use jellium with $r_s=2.07$ bohr, close to the valence density of aluminium. The positive background is uniform and the ions are absent. For a slab of thickness $L$, area $A$ and background density $n_0$, the exchange-correlation (xc) surface energy is
\begin{equation}
\sigma_{\rm xc}=\frac12\left[\frac{E_{\rm xc}}{A}-n_0L\,\varepsilon_{\rm xc}(n_0)\right],
\end{equation}
where $\varepsilon_{\rm xc}$ is the uniform-gas energy per electron and the factor $1/2$ counts two faces.

The reference combines exact exchange, RPA correlation and a local correction for what RPA omits:
\begin{equation}
E_{\rm xc}^{\rm ref}=E_{\rm x}+E_{\rm c}^{\rm RPA}
+\int n\left[\varepsilon_{\rm c}(n)-\varepsilon_{\rm c}^{\rm RPA}(n)\right]d^3r .
\label{reference}
\end{equation}
For paired spins, with $\gamma$ the spin-summed density matrix of the occupied LDA orbitals,
\begin{equation}
E_{\rm x}=-\frac14\iint\frac{e^2}{4\pi\varepsilon_0}
\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\end{equation}
For correlation, let $v$ be the Coulomb interaction and $\chi_0(i\omega)$ the density response of the non-interacting LDA electrons. At interaction strength $\lambda$, RPA sets $\chi_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0$. The adiabatic connection, with the density held fixed, gives
\begin{align}
E_{\rm c}^{\rm RPA}
&=-\frac{\hbar}{2\pi}\int_0^\infty d\omega\int_0^1d\lambda\,
{\rm Tr}[v(\chi_\lambda-\chi_0)]\nonumber\\
&=\frac{\hbar}{2\pi}\int_0^\infty d\omega\,
{\rm Tr}[\ln(1-v\chi_0)+v\chi_0].
\end{align}
The second line uses $\int_0^1 x\,d\lambda/(1-\lambda x)=-\ln(1-x)$ for each eigenvalue $x$ of $v\chi_0$.

In uniform bulk, the correction in (\ref{reference}) replaces the RPA correlation energy by the LDA one. The reference and LDA then have the same bulk term, which cancels from the surface error. The two integrals of $n\varepsilon_{\rm c}$ cancel as well:
\begin{equation}
\delta\sigma_{\rm L}=\frac{1}{2A}\left[
E_{\rm x}^{\rm LDA}-E_{\rm x}
+\int n\varepsilon_{\rm c}^{\rm RPA}(n)\,d^3r-E_{\rm c}^{\rm RPA}\right].
\end{equation}

Averages over four slabs, 0.90 to 1.03~nm thick and evenly spaced within one quantum-size period $\pi/k_{\rm F}$, give these errors in J/m$^2$:

\begin{center}
\begin{tabular}{lrrr}
 & exchange & correlation & total\\
LDA & $0.367$ & $-0.423$ & $-0.056$\\
PBE & $-0.180$ & $0.044$ & $-0.136$
\end{tabular}
\end{center}

PBE reduces the magnitude of each separate error, yet the total error grows. In LDA the two parts have opposite signs and nearly cancel; PBE overcorrects both, reversing their signs, and what remains cancels much less completely. Since $\Delta\sigma=-0.081$~J/m$^2$, condition (\ref{threshold}) would require an LDA error above $+0.040$~J/m$^2$. The computed error has the other sign.

The margin can be stated in terms of the reference. LDA and PBE give 2.968 and 2.887~J/m$^2$, with midpoint 2.928~J/m$^2$. The reference is 3.024~J/m$^2$ and would have to fall by about 0.096~J/m$^2$ to reverse the ranking. The LDA error varies from $-0.057$ to $-0.053$~J/m$^2$ among the slabs. For the thinnest slab, reducing the frequency and wavevector grids from 24 to 18 points each, and the normal wavevector cutoff from 8 to 6 inverse bohr, changes the RPA result by 0.0006~J/m$^2$ per face. These figures do not measure the error of the local correction to RPA, and no extrapolation to infinite thickness was made. On a finer spatial grid the LDA surface energy is 2.962~J/m$^2$, and for slabs about 2~nm thick the LDA exchange error is about 0.008~J/m$^2$ larger; $\Delta\sigma$ stays at $-0.081$~J/m$^2$ in both cases. The absolute surface energies and the exchange error are therefore uncertain at the level of 0.01~J/m$^2$, and the thickness dependence of the correlation error was not tested.

As a separate test of the slab energies, a slab thicker than the thinnest by $\pi/k_{\rm F}$ was computed. The growth of exact exchange plus RPA correlation is $-7.682$~eV per added electron. A direct uniform-gas calculation gives $-7.683$~eV.

\section{From a flat surface to a vacancy}

For a crystal of $N$ atoms, the vacancy formation energy is
\begin{equation}
E_{\rm v}=E(N-1,\hbox{one vacancy})-\frac{N-1}{N}E(N).
\end{equation}
In the jellium model, PBE and LDA agree where the density is uniform. Their difference on one density is therefore an integral around the hole:
\begin{equation}
\Delta E_{\rm v}=\int_{\rm hole\ region}
n\left(\varepsilon_{\rm xc}^{\rm PBE}-\varepsilon_{\rm xc}^{\rm LDA}\right)d^3r .
\end{equation}

It is tempting to replace this by area times $\Delta\sigma$. Suppose the energy density difference near a hole of radius $R$ kept its flat-surface profile $g(x)$, with $x=r-R$. Then, for a profile much narrower than $R$,
\begin{align}
\Delta E_{\rm v}&\simeq4\pi\int(R+x)^2g(x)\,dx\nonumber\\
&=4\pi R^2\Delta\sigma+8\pi R\int xg\,dx+4\pi\int x^2g\,dx,
\end{align}
because $\Delta\sigma=\int g\,dx$. The first term dominates for a large cavity if $\Delta\sigma\ne0$. An atomic vacancy is not in that limit. Removing three elementary charges of background gives $R=3^{1/3}r_s=0.158$~nm, and $k_{\rm F}R$ is only about 2.8.

The area rule gives
\begin{equation}
\frac{(0.3136\times10^{-18}\,{\rm m^2})(-0.0807\,{\rm J/m^2})}
{1.602\times10^{-19}\,{\rm J/eV}}=-0.158~{\rm eV}.
\end{equation}
The self-consistent LDA density of the void gives $-0.012$~eV instead, roughly ten times smaller in magnitude. The sign survives; the magnitude does not. For this calculation the void sits at the centre of a finite jellium sphere of radius 17~bohr, the levels are occupied with a Fermi function of width 0.01~hartree, and the integral runs to 9~bohr from the centre. Moving that limit to 8 or 10~bohr leaves the printed value unchanged. The finite sphere has its own shell structure: for radii between 14 and 22~bohr the shift lies between about $-0.010$ and $-0.020$~eV. Only the sign and the order of magnitude should be relied on.

One property of PBE that may contribute to this reduction can be derived. Write $C=e^2/(4\pi\varepsilon_0)$, $s=|\nabla n|/(2k_{\rm F}n)$ and $t=|\nabla n|/(2k_sn)$, with local $k_{\rm F}$ and $k_s^2=4k_{\rm F}/(\pi a_0)$. Thus $t^2=(\pi a_0k_{\rm F}/4)s^2$. For small gradients and paired spins, PBE multiplies the exchange energy $-3Ck_{\rm F}/(4\pi)$ by $1+\mu s^2$ and adds $C\beta t^2/a_0$ to the correlation energy. The change per electron is
\begin{equation}
\Delta\varepsilon=Ck_{\rm F}s^2\left(\frac{\pi\beta}{4}-\frac{3\mu}{4\pi}\right)+O(s^4)=O(s^4),
\end{equation}
since PBE sets $\mu=\pi^2\beta/3$. Weak gradients thus contribute little. In this sphere the density near the void centre is still 20\% of the bulk value (13 to 20\% for radii between 14 and 22~bohr), whereas outside a flat surface it decays towards zero. I infer that the void samples less of the strongly inhomogeneous region where the functionals differ. Curvature can also reduce the shift: most of the flat-surface shift comes from the vacuum side of the profile, which for a void lies at $r<R$, where the spherical shells are smaller. The vacuum side carries about 88\% of the flat-surface shift, and the flat profile integrated over spherical shells from $r=0$ outward gives $-0.079$~eV. Curvature alone thus halves the area estimate; the remaining reduction comes from the change of the density profile.

\section{What may be concluded for aluminium}

For the model void in the sphere used here, $\Delta E_{\rm v}=-0.012$~eV. With this value, by (\ref{threshold}), PBE would improve on LDA only if the LDA vacancy energy were too high by more than about 0.006~eV (0.005 to 0.010~eV over the range of sphere radii). The flat surface suggests an LDA error of the opposite sign, but no reference calculation was made for the void itself.

One estimate defines an effective area by $A_{\rm eff}=\Delta E_{\rm v}/\Delta\sigma=0.023$~nm$^2$ and assigns the same area to the LDA error. It yields errors of $-0.008$~eV for LDA and $-0.020$~eV for PBE. Their ratio is inherited from the flat surface and is not independent evidence. Using the geometric area for the LDA error instead would give $-0.109$~eV, and adding the computed shift would give $-0.120$~eV for PBE. The size of the error is therefore poorly determined. Both estimates rank PBE below LDA because both assume that the sign of the surface error carries over.

Real aluminium has a vacancy formation energy of roughly 0.7~eV. The model's density and valence are appropriate, but it omits the ion cores, the lattice and the relaxation of neighbouring atoms. It also holds the density parameter fixed, whereas a full calculation may use a different equilibrium lattice constant for each functional. The calculation does not determine how far these effects move the shift, and they could exceed 0.01~eV. It should not be used as a correction to a published aluminium value.

The converse inference fails too. On LDA densities, PBEsol has an N$_2$ error of 1.45~eV, larger than that of PBE, while its surface error is $-0.037$~J/m$^2$, smaller in magnitude than that of PBE. For PBE and PBEsol, the ranking for atomization is thus the reverse of the ranking for the surface.

The choice enters the diffusion coefficient because the equilibrium vacancy concentration contains $\exp(-E_{\rm v}/k_{\rm B}T)$. At fixed formation entropy and temperature, an error $\delta E_{\rm v}$ multiplies it by $\exp(-\delta E_{\rm v}/k_{\rm B}T)$; too low an energy gives too many vacancies. At 900~K an error of $-0.012$~eV gives a factor of only about 1.2, whereas $-0.12$~eV gives almost 5. The manuscript should withdraw the claim that PBE must be better. It should report both functionals, state the lattice constant used for each, and justify any preference with a reference for the vacancy or for a comparable internal surface. The numerical output below lists the main computed values.

\section*{Computed values}
\begin{verbatim}
N2 bond length: 1.10 angstrom
N2 atomization, CCSD(T): 9.374 eV
N2 atomization, LDA: 11.577 eV
N2 atomization, PBE: 10.546 eV
N2 atomization, PBE at LDA density: 10.541 eV
N2 atomization, PBEsol at LDA density: 10.825 eV
N2 error against CCSD(T), LDA: 2.203 eV
N2 error against CCSD(T), PBE: 1.172 eV
N2 error against CCSD(T), SOL: 1.451 eV
jellium density parameter rs: 2.07 bohr
jellium density: 18.1634 1e28 m^-3
Fermi wavevector: 1.7520 1e10 m^-1
thinnest averaged slab: 0.8966 nm
thickest averaged slab: 1.0310 nm
LDA xc surface energy: 2.9681 J/m^2
reference xc surface energy: 3.0236 J/m^2
PBE xc surface energy: 2.8874 J/m^2
LDA exchange surface error: 0.3673 J/m^2
LDA correlation surface error: -0.4227 J/m^2
LDA total surface error: -0.0555 J/m^2
smallest LDA error among slabs: -0.0571 J/m^2
largest LDA error among slabs: -0.0532 J/m^2
PBE-LDA exchange surface shift: -0.5471 J/m^2
PBE-LDA correlation surface shift: 0.4664 J/m^2
PBE-LDA total surface shift: -0.0807 J/m^2
PBE exchange surface error: -0.1798 J/m^2
PBE correlation surface error: 0.0436 J/m^2
PBE total surface error: -0.1362 J/m^2
PBEsol total surface error: -0.0365 J/m^2
RPA change on coarser grid and cutoff: 0.00062 J/m^2
xc energy per electron from slab growth: -7.6815 eV
xc energy per electron, uniform RPA gas: -7.6829 eV
void radius: 0.1580 nm
background charge removed: 2.9987 e
density nearest void centre / bulk density: 0.2027 (ratio)
PBE-LDA void energy shift: -0.0117 eV
same shift, smaller integration radius: -0.0117 eV
same shift, larger integration radius: -0.0117 eV
flat-surface estimate of void shift: -0.1580 eV
geometric void area: 0.3136 nm^2
effective void area: 0.0232 nm^2
estimated LDA vacancy error: -0.0080 eV
estimated PBE vacancy error: -0.0197 eV
\end{verbatim}
